# Specular rods from a growing surface and its reversed layer distribution: a numerical check

```python
# Result under test: exposed-layer fractions (0.2, 0.5, 0.3) and their reverse
# give the same coherent specular rod intensity for identical layers on a deep
# substrate, in single scattering.
# Symbols: phase = q*d, q = perpendicular wave number, d = layer spacing;
# fractions[n] = area fraction whose top layer is n; intensities are in units
# of the intensity of one full layer. Damping is counted from the local surface.
import numpy as np
import sympy as sp
from scipy import constants

forward = np.array([0.2, 0.5, 0.3])
reverse = forward[::-1]
levels = np.arange(3)


def atom_sum(fractions, phase, damping=0.001, film_factor=1.0,
             top_shift=(0.0, 0.0, 0.0), slab_layers=None):
    """Intensity from an explicit sum over all atoms of ten columns."""
    column_tops = np.repeat(levels, np.rint(10 * fractions).astype(int))
    assert len(column_tops) == 10
    amplitude = 0j
    for top in column_tops:
        count = 40000 if slab_layers is None else slab_layers + top
        below = np.arange(count)
        height = (top - below).astype(float)
        weight = np.exp(-damping * below)
        weight = weight * np.where(height >= 1, film_factor, 1.0)
        height[0] += top_shift[top]
        amplitude += np.sum(weight * np.exp(1j * phase * height))
    return abs(amplitude / 10) ** 2


def surface_factor(fractions, phase):
    return abs(np.sum(fractions * np.exp(1j * phase * levels))) ** 2


def rod_formula(phase):
    """Derived undamped intensity for the example fractions."""
    return (0.13 + 0.12 * np.cos(phase)) / np.tan(phase / 2) ** 2


# Explicit atoms against the derived product, Bragg points included.
phases = np.linspace(0, 4 * np.pi, 33)
sum_forward = np.array([atom_sum(forward, x) for x in phases])
sum_reverse = np.array([atom_sum(reverse, x) for x in phases])
harmonics = 0.38 + 0.50 * np.cos(phases) + 0.12 * np.cos(2 * phases)
derived = harmonics / abs(1 - np.exp(-1j * phases - 0.001)) ** 2
assert np.allclose(sum_forward, sum_reverse, rtol=1e-8, atol=1e-9)
assert np.allclose(sum_forward, derived, rtol=1e-8, atol=1e-9)

# Independent layer picture: coverages, weak damping from a fixed plane.
# The tolerance allows for the first-order effect of damping 1e-4.
layer_index = np.arange(2, -200001, -1)
for fractions in (forward, reverse):
    coverage = np.ones(len(layer_index))
    coverage[0] = fractions[2]
    coverage[1] = fractions[1] + fractions[2]
    for x in (1.0, 1.7, 2.5, np.pi, 4.0, 5.0):
        amplitude = np.sum(coverage * np.exp((1e-4 + 1j * x) * layer_index))
        assert abs(abs(amplitude) ** 2 - rod_formula(x)) < 2e-3

# Reversal for arbitrary real fractions; z stands for exp(i*phase).
z, a, b, c = sp.symbols("z a b c")
poly = a + b * z + c * z**2
poly_reversed = c + b * z + a * z**2
identity = poly * poly.subs(z, 1 / z) \
    - poly_reversed * poly_reversed.subs(z, 1 / z)
assert sp.expand(identity) == 0

# Search all three-level distributions on a 0.01 grid for the same rod.
scan_phases = np.linspace(0.3, 3.0, 9)
target = np.array([surface_factor(forward, x) for x in scan_phases])
candidates = np.array([(i, j, 100 - i - j) for i in range(101)
                       for j in range(101 - i)]) / 100
waves = np.exp(1j * np.outer(levels, scan_phases))
mismatch = np.max(abs(abs(candidates @ waves) ** 2 - target), axis=1)
matches = candidates[mismatch < 1e-9]
assert len(matches) == 2
assert np.allclose(matches, [forward, reverse])


def percent_difference(first, second):
    return 200 * abs(first - second) / (first + second)


# What preserves the equality and what breaks it.
quarter = np.pi / 2
common_shift = (0.03, 0.03, 0.03)
for x in (0.8, quarter, 2.5, 4.2):
    assert np.isclose(atom_sum(forward, x, top_shift=common_shift),
                      atom_sum(reverse, x, top_shift=common_shift),
                      rtol=1e-8)
upper_shift = (0.0, 0.0, 0.01)
relaxed = [atom_sum(p, quarter, top_shift=upper_shift)
           for p in (forward, reverse)]
foreign = [atom_sum(p, quarter, film_factor=0.8) for p in (forward, reverse)]
slab = [atom_sum(p, quarter, damping=0, slab_layers=20)
        for p in (forward, reverse)]
for pair in (relaxed, foreign, slab):
    assert percent_difference(*pair) > 0.1

# Rough Pb(111) x-ray case; lengths in nm.
lattice = 0.495
wavelength = 0.10
attenuation_length = 1.0e4
electrons_per_atom = 82
spacing = lattice / np.sqrt(3)
electron_radius = constants.value("classical electron radius") * 1e9
electron_density = 4 * electrons_per_atom / lattice**3
sheet_density = electron_density * spacing
critical_q = 4 * np.sqrt(np.pi * electron_radius * electron_density)


def sheet_strength(phase):
    """Reflection amplitude size of one full electron sheet."""
    return 4 * np.pi * electron_radius * sheet_density * spacing / phase


def sine_incidence(phase):
    return phase / spacing * wavelength / (4 * np.pi)


def multiple_scattering(fractions, phase):
    """Reflectivity with all reflections between averaged sheets."""
    loss = spacing / (2 * attenuation_length * sine_incidence(phase))
    full = complex(sheet_strength(phase), -loss)
    round_trip = complex(np.exp(1j * phase))
    occupations = [1.0] * 80000
    occupations += [float(fractions[1] + fractions[2]), float(fractions[2])]
    total = 0j
    for occupation in occupations:
        transmit = 1 / (1 + 1j * full * occupation)
        reflect = transmit - 1
        returning = total * round_trip
        total = reflect + transmit**2 * returning / (1 - reflect * returning)
    return abs(total) ** 2


dynamic = {}
for x in (quarter, 3 * quarter):
    pair = [multiple_scattering(p, x) for p in (forward, reverse)]
    dynamic[x] = pair
    for value in pair:
        scaled = value / sheet_strength(x) ** 2
        # Refraction shifts the phase by about twice the sheet strength.
        assert abs(scaled / rod_formula(x) - 1) < 0.05
    assert percent_difference(*pair) < 1.0

print("Exposed fractions, forward:", forward)
print("Exposed fractions, reversed:", reverse)
print(f"Deposit, forward: {forward @ levels:.2f} monolayers")
print(f"Deposit, reversed: {reverse @ levels:.2f} monolayers")
print("Layer 1 and 2 coverage, forward:",
      f"{forward[1:].sum():.2f}, {forward[2]:.2f}")
print("Layer 1 and 2 coverage, reversed:",
      f"{reverse[1:].sum():.2f}, {reverse[2]:.2f}")
print(f"Three-level distributions matching the rod: {len(matches)}")
print(f"Pb lattice constant (rough): {lattice:.3f} nm")
print(f"Pb(111) layer spacing: {spacing:.4f} nm")
print(f"X-ray wavelength: {wavelength:.2f} nm")
print(f"Attenuation length (rough): {attenuation_length / 1000:.0f} um")
print(f"First Bragg wave number: {2 * np.pi / spacing:.3f} 1/nm")
print("Undamped sums; I in units of one full layer:")
for multiple in (0.25, 0.50, 0.75, 1.00, 1.50):
    x = multiple * np.pi
    values = [surface_factor(p, x) / (4 * np.sin(x / 2) ** 2)
              for p in (forward, reverse)]
    assert np.allclose(values, rod_formula(x), atol=1e-12)
    angle = np.degrees(np.arcsin(sine_incidence(x)))
    print(f"qd={multiple:.2f} pi, q={x / spacing:.3f} 1/nm, "
          f"angle={angle:.2f} deg")
    print(f"  I forward={values[0]:.6f}, I reversed={values[1]:.6f}")
largest = np.max(abs(sum_forward - sum_reverse) / (sum_forward + 1e-6))
print(f"Largest scaled difference in atom sums: {largest:.1e}")
print("Neglected effects and broken conditions:")
print(f"Critical wave number: {critical_q:.3f} 1/nm")
bragg_strength = sheet_strength(2 * np.pi)
print("Kinematic reflectivity reaches 1 at distance from first Bragg:",
      f"{bragg_strength / spacing:.4f} 1/nm")
for x, pair in dynamic.items():
    print(f"Multiple scattering, qd={x / np.pi:.2f} pi:")
    print(f"  reflectivity forward={pair[0]:.4e}, reversed={pair[1]:.4e}")
    print(f"  difference between orders={percent_difference(*pair):.4f} %")
    shift = 100 * (pair[0] / sheet_strength(x)**2 / rod_formula(x) - 1)
    print(f"  forward change from kinematic value={shift:.2f} %")
print("Differences between orders at qd=0.50 pi:")
print(f"  1% shift on top level only: {percent_difference(*relaxed):.2f} %")
print(f"  film amplitude 0.8 of substrate: {percent_difference(*foreign):.1f} %")
print(f"  coherent 20-layer slab: {percent_difference(*slab):.1f} %")
print("PASS")
```

Output:

```
Exposed fractions, forward: [0.2 0.5 0.3]
Exposed fractions, reversed: [0.3 0.5 0.2]
Deposit, forward: 1.10 monolayers
Deposit, reversed: 0.90 monolayers
Layer 1 and 2 coverage, forward: 0.80, 0.30
Layer 1 and 2 coverage, reversed: 0.70, 0.20
Three-level distributions matching the rod: 2
Pb lattice constant (rough): 0.495 nm
Pb(111) layer spacing: 0.2858 nm
X-ray wavelength: 0.10 nm
Attenuation length (rough): 10 um
First Bragg wave number: 21.985 1/nm
Undamped sums; I in units of one full layer:
qd=0.25 pi, q=2.748 1/nm, angle=1.25 deg
  I forward=1.252254, I reversed=1.252254
qd=0.50 pi, q=5.496 1/nm, angle=2.51 deg
  I forward=0.130000, I reversed=0.130000
qd=0.75 pi, q=8.245 1/nm, angle=3.76 deg
  I forward=0.007746, I reversed=0.007746
qd=1.00 pi, q=10.993 1/nm, angle=5.02 deg
  I forward=0.000000, I reversed=0.000000
qd=1.50 pi, q=16.489 1/nm, angle=7.54 deg
  I forward=0.130000, I reversed=0.130000
Largest scaled difference in atom sums: 8.1e-10
Neglected effects and broken conditions:
Critical wave number: 0.619 1/nm
Kinematic reflectivity reaches 1 at distance from first Bragg: 0.0044 1/nm
Multiple scattering, qd=0.50 pi:
  reflectivity forward=3.3003e-06, reversed=3.3029e-06
  difference between orders=0.0788 %
  forward change from kinematic value=2.39 %
Multiple scattering, qd=1.50 pi:
  reflectivity forward=3.5742e-07, reversed=3.5729e-07
  difference between orders=0.0348 %
  forward change from kinematic value=-0.20 %
Differences between orders at qd=0.50 pi:
  1% shift on top level only: 1.22 %
  film amplitude 0.8 of substrate: 31.0 %
  coherent 20-layer slab: 31.7 %
PASS
```
